# Volume of an Isotropic Film Grown Selectively on a Square Pad

A film that starts on a square pad of side $L$, flush with an inert plane, and grows isotropically to a thickness $h$ above the pad has the total volume

$$
V(h)=L^2h+\pi Lh^2+\frac{2\pi}{3}h^3 .
$$

The first term is the straight column above the pad. The second is the film that has spread past the four sides, and the third fills the rounded corners. The formula holds for any ratio $h/L$, provided that the growth rule below applies and that the film has not met a neighbour.

Let the inert surface be the plane $z=0$, with the pad occupying $|x|\le L/2$, $|y|\le L/2$ in it. Film nucleates at once over the whole pad and nowhere else. The plane around the pad starts no film of its own, but neither does it hold back film that spreads over it from the side. Each deposition cycle adds a layer of the same thickness $g$ on all exposed film, whatever the direction of the surface. The supply of reactants is therefore taken to be sufficient everywhere, as in a saturated atomic layer deposition cycle.

This rule must also say what happens at the rim of the pad, where the surface has no single normal. Isotropic growth means that film already present can be extended by $g$ in any direction open to it. One cycle thus adds every point of the half-space $z\ge0$ that lies within a distance $g$ of the existing film. On a smooth part of the surface this is an advance by $g$ along the normal. At a sharp rim it produces a fan of directions, from vertical to horizontal, and hence a rounded edge.

After $N$ cycles, with $h=Ng$, the film consists of all points of the half-space within a distance $h$ of the pad. To see this, first take a point $\mathbf r$ in the film. It is linked to the pad by a chain of at most $N$ steps, none longer than $g$. By the triangle inequality its distance from the pad is at most $Ng=h$, so the film contains no point farther away. Conversely, take a point $\mathbf r$ with $z\ge0$ whose nearest pad point $\mathbf q$ is no farther than $h$. Divide the straight segment from $\mathbf q$ to $\mathbf r$ into $N$ equal parts. Each part is no longer than $g$, and the whole segment lies in the half-space because a half-space is convex. The first division point is reached in the first cycle, the second in the second, and $\mathbf r$ by the last. Both inclusions hold, so the division into cycles leaves no trace in the final shape.

The height of the film now follows from Pythagoras' theorem. Let $d(x,y)$ be the distance, measured in the plane, from $(x,y)$ to the square; it is zero on the square itself. A point at height $z$ above $(x,y)$ is at a distance $\sqrt{d^2+z^2}$ from the pad. Setting this equal to $h$ gives the top surface,

$$
z(x,y)=\sqrt{h^2-d(x,y)^2},\qquad d\le h .
$$

The plane divides into three kinds of region, according to where the nearest pad point lies. Over the pad, $d=0$ and $z=h$, so the volume is $L^2h$.

Straight out from a side, the nearest point lies on that side, and $d$ is the perpendicular distance $s$ from it. The cross-section has the area

$$
\int_0^h\sqrt{h^2-s^2}\,ds
=h^2\int_0^{\pi/2}\cos^2\theta\,d\theta
=\frac{\pi h^2}{4},
$$

where $s=h\sin\theta$. This is a quarter disc. It extends along a length $L$ on each of four sides, which gives $4L(\pi h^2/4)=\pi Lh^2$.

Beyond a corner, in the quadrant between the extensions of two sides, the nearest point is the corner itself. With polar coordinates $\rho,\varphi$ centred there, the volume is

$$
\int_0^{\pi/2}d\varphi\int_0^h\rho\sqrt{h^2-\rho^2}\,d\rho
=\frac{\pi}{2}\left[-\frac{(h^2-\rho^2)^{3/2}}{3}\right]_0^h
=\frac{\pi h^3}{6}.
$$

The four corners together contribute $2\pi h^3/3$, the volume of one hemisphere. The regions meet only along boundaries of zero volume, so their contributions add to the stated result.

Horizontal slices give the same volume and show how it extends to other pads. At height $z$ the film covers all points within an in-plane distance $w=\sqrt{h^2-z^2}$ of the pad. For a convex polygon of area $A$ and perimeter $P$, this slice consists of the polygon, a strip of width $w$ on each side, and a circular sector at each corner. The strips have total area $Pw$. The sector angles are the turning angles met in going once round the polygon, so they add to $2\pi$ and the sectors make one full disc. The slice area is therefore $A+Pw+\pi w^2$. A smooth convex outline follows as the limit of polygons. Integration over height gives

$$
\begin{aligned}
V&=\int_0^h\left[A+P\sqrt{h^2-z^2}+\pi(h^2-z^2)\right]dz\\
&=Ah+\frac{\pi}{4}Ph^2+\pi\left(h^3-\frac{h^3}{3}\right)\\
&=Ah+\frac{\pi}{4}Ph^2+\frac{2\pi}{3}h^3 .
\end{aligned}
$$

The square has $A=L^2$ and $P=4L$, which restores the first formula. The last term does not depend on the outline: every convex pad turns through the same total angle. The slice at $z=0$ is the footprint of the film,

$$
F=L^2+4Lh+\pi h^2 .
$$

The exposed surface determines how much material each cycle takes up. The flat top has area $L^2$. Each side carries a quarter cylinder of area $L(\pi h/2)$, and each corner one eighth of a sphere, of area $\pi h^2/2$. Hence

$$
S(h)=L^2+2\pi Lh+2\pi h^2=\frac{dV}{dh}.
$$

The equality with the derivative expresses the growth rule: a thin layer of thickness $dh$ on an area $S$ has volume $S\,dh$. For a cycle of finite thickness, expansion of the cubic $V(h+g)$ gives

$$
V(h+g)-V(h)=gS(h)+g^2(\pi L+2\pi h)+\frac{2\pi}{3}g^3 .
$$

The last two terms arise because the curved surface expands during the cycle. They are small when $g$ is much smaller than $L$. The uptake per cycle rises as the film grows, although the thickness added per cycle stays constant.

The importance of the sides depends on $x=h/L$ alone:

$$
\frac{V}{L^2h}=1+\pi x+\frac{2\pi}{3}x^2 .
$$

For a thin film on a wide pad, $x\ll1$, the leading correction to the column is the fraction $\pi h/L$. In the opposite limit it is better to take out the hemisphere:

$$
V=\frac{2\pi h^3}{3}\left(1+\frac{3L}{2h}+\frac{3L^2}{2\pi h^2}\right).
$$

When $h\gg L$ the pad acts as a point seed, but the first correction falls only as $L/h$. Between the limits, the material outside the column equals the column itself when $\pi x+2\pi x^2/3=1$. The positive root is

$$
x=\frac{-\pi+\sqrt{\pi^2+8\pi/3}}{4\pi/3}=0.270 .
$$

The sides and corners therefore hold half the deposit when the thickness is little more than a quarter of the pad side.

The same scaling shows the effect of dividing a pad. Replace one square of side $L$ by $n^2$ separate squares of side $L/n$, keeping the total pad area and the thickness fixed. Adding their volumes gives

$$
V_n=L^2h+n\pi Lh^2+n^2\frac{2\pi}{3}h^3 .
$$

The column is unchanged, while the side and corner terms grow. This holds while the gaps between pads exceed $2h$. Once films meet, the sum counts their overlap more than once and overestimates the deposit.

As an example, consider platinum on a pad with $L=40$ nm, grown to $h=10$ nm at $g=0.05$ nm per cycle. This takes $10/0.05=200$ cycles. The three contributions are

$$
\begin{aligned}
L^2h&=40^2\times10=16000\ \mathrm{nm^3},\\
\pi Lh^2&=\pi\times40\times10^2=12566\ \mathrm{nm^3},\\
\tfrac{2\pi}{3}h^3&=\tfrac{2\pi}{3}\times10^3=2094\ \mathrm{nm^3}.
\end{aligned}
$$

Their sum is $V=30661\ \mathrm{nm^3}$, or $3.07\times10^{-17}\ \mathrm{cm^3}$. This is 1.92 times the column, and the corners hold 6.8% of the total. If the deposited volume were divided by the pad area to obtain a thickness, the result would be $30661/1600=19.2$ nm, almost twice the true height. The film is close to the point of equal shares, which for this pad lies at $h=10.8$ nm.

Bulk platinum has roughly 66 atoms per $\mathrm{nm^3}$, so a film of bulk density contains about $2.0\times10^6$ atoms. At the start the uptake is $gL^2$ times this density, about 5300 atoms per cycle. At the end the exposed area is $S=4742\ \mathrm{nm^2}$, and the uptake has risen to about 16000 atoms per cycle. It grows in proportion to the exposed area, by a factor of 2.96.

The footprint is $1600+1600+314=3514\ \mathrm{nm^2}$, more than twice the pad area. If such pads repeat at a pitch of 100 nm, the gap left between films is $100-40-2\times10=40$ nm. They would touch at $h=(100-40)/2=30$ nm, and the single-pad formula fails beyond that thickness.

These parameters lie in the rough range of thermal platinum deposition from an organometallic precursor and oxygen, near 300 °C (573 K), where about 0.05 nm per cycle is typical. Selectivity between a metal seed and an oxide relies on slow nucleation on the oxide, so it is not perfect. Real platinum films are also crystalline and can form facets, which breaks the assumption of equal growth in all directions. The departures sized below rest on chosen inputs and are not measured properties of a particular process, and their ranking depends on those inputs. An aligned cubic shape changes the volume by 17%, but a recess of 2 nm, or a density of stray nuclei four times the one assumed, changes it by about as much.

For the cubic case, suppose that facets parallel to the pad plane and to its sides each advance by $h$, while edges and corners stay sharp. The film is then a box of height $h$ and side $L+2h$, with the volume

$$
V_{\rm cube}=h(L+2h)^2=10\times60^2=36000\ \mathrm{nm^3}.
$$

This exceeds the isotropic volume by 17.4% of the latter. Subtraction shows where the difference lies:

$$
V_{\rm cube}-V=(4-\pi)Lh^2+\left(4-\frac{2\pi}{3}\right)h^3 .
$$

The first term fills out the quarter cylinders to square sections, and the second fills out the corners. The comparison holds the advance of the facets fixed. The 17.4% belongs to this aligned orientation. With the cube axes turned by 45° about the vertical, the volume is $h(L^2+4\sqrt2\,Lh+4h^2)=42627\ \mathrm{nm^3}$, an excess of 39%. Other facet sets give other numbers, and a film of many grains is not covered by this estimate.

A delay before growth begins acts through the thickness. The relative change of volume for a small relative change of thickness is multiplied by

$$
\frac{h}{V}\frac{dV}{dh}=\frac{hS}{V}
=\frac{10\times4742}{30661}=1.55 .
$$

If the first 10 of the 200 cycles deposit nothing, $h$ falls by 5%, to 9.5 nm. The full formula then gives $28337\ \mathrm{nm^3}$, a loss of 7.6%. The volume is more sensitive than the thickness because the side and corner terms carry higher powers of $h$.

The pad may also stand proud of the plane by a height $p$, with side walls that grow film. Above the level of its top, the film is the same as on a flush pad. Below that level, each slice is a ring of width $h$ around the block, with area $F-L^2=4Lh+\pi h^2$. The volume becomes

$$
V_{\rm proud}=V+p(4Lh+\pi h^2).
$$

For $p=1$ nm the addition is about $1914\ \mathrm{nm^3}$, or 6.2% of the flush result. A step of one nanometre therefore matters here, even though it is only a tenth of the film thickness.

A recess acts in the opposite direction. Let the pad form the floor of a vertical-walled hole of depth $b$, with inert walls, and let $h>b$ be the thickness measured from the floor. Any growth path to a point above the plane must cross the opening, and reaching the opening takes at least a length $b$. From there the path needs at least the distance from the opening to the point. Both minimum lengths are achieved together by rising vertically to the nearest point of the opening and then going straight. The opening thus acts as a flush pad that starts late, and

$$
V_{\rm recess}=L^2b+V(h-b).
$$

To first order in $b$ this differs from $V(h)$ by $-b(S-L^2)$: the recess delays the growth of the curved surface. For $b=1$ nm the full formula gives $27706\ \mathrm{nm^3}$, a loss of 9.6%, and for $b=2$ nm the loss is 18%.

Lithography tends to round the corners of the pad itself. With a corner radius $r\le L/2$, each corner loses the area $r^2-\pi r^2/4$, and two straight lengths $r$ are replaced by an arc $\pi r/2$. Hence

$$
A=L^2-(4-\pi)r^2,\qquad P=4L-(8-2\pi)r .
$$

Insertion in the formula for a convex pad gives the change

$$
V_{\rm round}-V=-(4-\pi)rh\left(r+\frac{\pi h}{2}\right).
$$

For $r=5$ nm the volume is $29772\ \mathrm{nm^3}$, a reduction of 2.9%. Most of it comes from the shorter perimeter, since $\pi h/2$ is larger than $r$.

Imperfect selectivity adds material elsewhere. Assume $10^{10}$ stray nuclei per $\mathrm{cm^2}$, which is $10^{-4}$ per $\mathrm{nm^2}$. Outside the final footprint, one 100 nm by 100 nm cell has $10000-3514=6486\ \mathrm{nm^2}$ of inert surface, and so 0.65 nuclei on average. A point nucleus present from the first cycle grows to a hemisphere of $2094\ \mathrm{nm^3}$. The mean stray volume is then about $1360\ \mathrm{nm^3}$ per cell, or 4.4% of the selective film. This count omits nuclei that start inside the eventual footprint and ignores overlap, so it is not a bound. A point at height $z$ outside the selective film is covered when a nucleus lies within the in-plane distance $w=\sqrt{h^2-z^2}$ of it. For randomly placed nuclei of density $\nu$ this has the probability $1-e^{-\nu\pi w^2}$. Integrating it over the area $10000\ \mathrm{nm^2}-(L^2+4Lw+\pi w^2)$ and over height gives $1393\ \mathrm{nm^3}$, or 4.5%. Later nucleation lowers this value. It is nearly proportional to the assumed density and reaches 41% at $10^{11}$ per $\mathrm{cm^2}$.

Finally, surface tension tends to even out the curvature of the film, by moving atoms from the curved edges and corners to the flat top. Moving a surface patch of area $a$ outward by $\delta$ adds the volume $a\delta$ and changes the area by $a\kappa\delta$, where $\kappa$ is the sum of the two principal curvatures. With an isotropic surface energy $\gamma$ and a volume $\Omega$ per atom, the energy per added atom is $\gamma\kappa\Omega$ above that on the flat top. The cylindrical edges have $\kappa=1/h$ and the spherical corners $\kappa=2/h$, so

$$
\Delta\mu_{\rm edge}=\frac{\gamma\Omega}{h},\qquad
\Delta\mu_{\rm corner}=\frac{2\gamma\Omega}{h}.
$$

A rough value $\gamma=2.5\ \mathrm{J/m^2}$ and $\Omega=1/66\ \mathrm{nm^3}$ give 0.024 eV on the edges and 0.047 eV at the corners. The thermal energy at 573 K is 0.049 eV. These energies are proportional to the assumed $\gamma$, and they leave out the film–oxide interface energy at the rim, where the model fixes a contact angle of 90°. The drive to move atoms away from the corners is thus of the order of $k_BT$, but its size does not tell how fast they move. That depends on surface diffusion, which this model does not contain. Redistribution at constant density would leave the volume already deposited unchanged; it would alter later uptake by changing the exposed area.

All numerical values are calculated from the stated model.
